# Interstitial supersaturation from buried boron markers: convolution fitting and error analysis

## A Gaussian marker

A thin boron layer buried in silicon has a Gaussian depth profile of variance $v_0$. During an anneal of duration $t$, excess self-interstitials raise the boron diffusivity from its unenhanced value $D^*$ to $D^*S$, where $S=C_I/C_I^*$ is the interstitial concentration divided by its equilibrium value. If $S$ is constant and the motion is ordinary diffusion, the profile stays Gaussian and its variance becomes $v_0+2D^*St$.

Secondary-ion mass spectrometry (SIMS) blurs each profile. If the blur is a convolution of variance $v_R$, the measured variances are $v_a=v_0+v_R$ as grown and $v_b=v_0+2D^*St+v_R$ after the anneal. Subtraction removes both unknown widths:

$$q\equiv\tfrac12(v_b-v_a)=D^*St,\qquad S=\frac{q}{D^*t}.$$

The blur need not be known, provided that it is the same in both measurements. The profiles give $q$, whereas $D^*$ must come from elsewhere, and its error passes undiminished into $S$.

Take $D^*=D_0e^{-E/kT}$ with $D_0=1$ cm²/s and $E=3.5$ eV. At 1073.15 K this is $3.66\times10^{-3}$ nm²/s. In 600 s, $D^*t=2.194$ nm², so unenhanced diffusion has a root-mean-square displacement of $\sqrt{2D^*t}=2.1$ nm. An inert control anneal of the same length is therefore a poor way to find $D^*$: a change of SIMS blur from a standard deviation of 2 nm to 3 nm would add $(9-4)/2=2.5$ nm² to $q$, more than the whole signal. Here $D^*$ is instead extrapolated from higher temperature, and the uncertainty of that extrapolation is treated separately below.

## Transport when $S$ varies

Let boron move by kick-out. An interstitial displaces a substitutional atom into a mobile state at rate $g^*S$, and the mobile atom, of diffusivity $D_m$, returns to a lattice site at rate $r$. The field $S$ is taken as imposed from outside. Each kick-out consumes an interstitial and each return releases one, so this requires that boron carry little of the interstitial flux, $D^*C\ll D_IC_I^*$, where $C$ is the boron concentration and $D_I$ the interstitial diffusivity. Otherwise the marker lowers the local $S$. With concentrations $C_s$ and $C_m$,

$$\partial_tC_s=-g^*SC_s+rC_m,\qquad
\partial_tC_m=D_m\partial_x^2C_m+g^*SC_s-rC_m .$$

The exchange terms cancel in the sum $C=C_s+C_m$, leaving $\partial_tC=D_m\partial_x^2C_m$. Now assume $g^*S\ll r$ and changes of $S$ slow compared with $1/r$. Then $C_s\simeq C$, and $\partial_tC_m$ may be dropped from the second equation:

$$(r-D_m\partial_x^2)C_m=g^*SC .$$

Define the migration length $\lambda=\sqrt{D_m/r}$ and divide by $r$, so that $C_m=(1-\lambda^2\partial_x^2)^{-1}g^*SC/r$. Since $D_mg^*/r=g^*\lambda^2$, which is the diffusivity $D^*$ at $S=1$,

$$\partial_tC=\partial_x^2(1-\lambda^2\partial_x^2)^{-1}\,[D^*SC].\tag{1}$$

For $\lambda$ small compared with the distance over which $SC$ varies this becomes $\partial_tC=\partial_x^2(D^*SC)$. The flux is $-\partial_x(D^*SC)$, which differs from $-D^*S\,\partial_xC$ when $S$ has a gradient.

Moments show the difference. Let $N=\int C\,dx$, with no boron at the boundaries. Two integrations by parts of $\partial_tC=D_m\partial_x^2C_m$ give

$$\frac{d}{dt}\int xC\,dx=0,\qquad \frac{d}{dt}\int x^2C\,dx=2D_m\int C_m\,dx .$$

Integrating the equation for $C_m$ over depth removes its derivative term, so $\int C_m\,dx=(g^*/r)\int SC\,dx$. Hence

$$\frac{d}{dt}\langle x\rangle=0,\qquad \frac{d}{dt}\mathrm{var}(x)=2D^*\langle S\rangle,\qquad \langle S\rangle=\frac1N\int SC\,dx .\tag{2}$$

The variance measures $S$ averaged over the boron itself, for any $\lambda$ within these assumptions. The flux $-D^*S\,\partial_xC$ would instead move the centroid at the rate $-(D^*/N)\int S\,\partial_xC\,dx=D^*\langle\partial_xS\rangle$.

A finite-difference solution of the two rate equations tested this with $S=50(1+z/300\ \text{nm})$, $z$ being measured from the marker centre, for 600 s. Because the centroid is fixed, $\langle S\rangle=50$ and the variance should grow by $2\times2.194\times50=219.4$ nm². The simulation gave 219.4 nm² and no centroid shift to the printed digits; the other flux would have shifted it by 0.37 nm.

## The convolution kernel

Over one marker, take $S$ as a function of time alone and $\lambda$ as constant. With $\hat C(k)=\int C e^{-ikx}dx$, each $\partial_x^2$ becomes $-k^2$, and (1) reads $\partial_t\hat C=-D^*S\,k^2\hat C/(1+\lambda^2k^2)$. Integration gives

$$\hat C(k,t)=\hat C(k,0)\exp\!\left[-\frac{qk^2}{1+\lambda^2k^2}\right],\qquad q=\int_0^tD^*S\,dt'.\tag{3}$$

Only the integral enters, so within this model the marker gives the mean

$$\bar S=\frac{\int D^*S\,dt'}{\int D^*\,dt'}=\frac{q}{D^*t}\quad\text{(isothermal)}$$

and cannot distinguish a short burst from a long plateau of equal integral. If the temperature varies during the anneal, $\lambda$ generally varies too, and (3) with a single $\lambda$ is then only approximate.

To read the kernel, write

$$\frac{qk^2}{1+\lambda^2k^2}=\nu\left(1-\frac1{1+\lambda^2k^2}\right),\qquad \nu=\frac q{\lambda^2}=\int_0^t g^*S\,dt'.$$

The fraction $1/(1+\lambda^2k^2)$ is the transform of $e^{-|x|/\lambda}/(2\lambda)$, the distribution of one migration step. The kernel thus describes a Poisson number of steps with mean $\nu$. There are two limits.

- **Few steps, $\nu\ll1$.** Expanding the exponential to first order gives $(1-\nu)\delta(x)+\nu e^{-|x|/\lambda}/(2\lambda)$: most boron has not moved, and exponential wings surround it.
- **Many steps, $\nu\gg1$.** The important $k$ satisfy $qk^2\lesssim1$, hence $\lambda^2k^2\ll1$. The exponent is $-qk^2+q\lambda^2k^4-\dots$. Comparison with $-\kappa_2k^2/2+\kappa_4k^4/24$ gives $\kappa_2=2q$ and $\kappa_4=24q\lambda^2$. The excess kurtosis, $\kappa_4/\kappa_2^2=6\lambda^2/q$, tends to zero and the kernel becomes Gaussian.

## Why no deconvolution is needed

Let $R$ denote the SIMS blur together with the averaging over a depth channel, $G$ the transport kernel, and $*$ convolution. The mean counts are

$$m_a=A\,R*C_0+\beta_a,\qquad m_b=B\,R*G*C_0+\beta_b,$$

with sensitivities $A,B$ and flat backgrounds $\beta_a,\beta_b$. Convolutions commute, so $R*G*C_0=G*(m_a-\beta_a)/A$. Since the exponential factor in (3) equals one at $k=0$, $G$ leaves a constant unchanged. Therefore

$$m_b=s\,G*m_a+c,\qquad s=B/A,\quad c=\beta_b-s\beta_a .\tag{4}$$

An asymmetric $R$ does no harm. A response that changes between measurements, or depends on concentration, does.

On $n$ equally spaced channels $G$ becomes a matrix $K$, built by multiplying discrete Fourier components by the exponential factor in (3). A factor $e^{-ik\delta}$ allows for a relative depth offset $\delta$. The window must end in flat background, because the discrete transform is periodic, and the measured profile must be smooth on the channel spacing.

Equation (4) was tested against the rate equations with a decaying $S(t)$ and a blur made of a Gaussian of standard deviation 2 nm and an exponential tail of 3 nm. With 2 nm channels and $\lambda=4$ nm, the largest discrepancy was $2\times10^{-4}$ of the annealed peak.

## Fitting two noisy profiles

The data are $a=m+\varepsilon_a$ and $b=Hm+c+\varepsilon_b$, where $m$ is the unknown mean as-grown profile, $H=sK$, and the independent errors have diagonal covariances $\Sigma_a,\Sigma_b$. Put $u=a-m$ and $\rho=b-Ha-c$. Then $b-Hm-c=\rho+Hu$, and the joint weighted sum of squares is

$$Q=u^T\Sigma_a^{-1}u+(\rho+Hu)^T\Sigma_b^{-1}(\rho+Hu).$$

Minimize over $u$ first. With $w=\Sigma_b^{-1}(\rho+Hu)$, a vanishing gradient means $\Sigma_a^{-1}u+H^Tw=0$, so $u=-\Sigma_aH^Tw$. Inserting this in $\Sigma_bw=\rho+Hu$ gives

$$Vw=\rho,\qquad V=\Sigma_b+H\Sigma_aH^T .$$

At the minimum the two parts of $Q$ are $w^TH\Sigma_aH^Tw$ and $w^T\Sigma_bw$. Their sum is $w^TVw$, hence

$$\chi^2=\rho^TV^{-1}\rho,\qquad \hat m=a+\Sigma_aH^TV^{-1}\rho .\tag{5}$$

For the deep-marker data below, explicit minimization over $m$ gave the same $\chi^2$ to one part in $10^6$.

The matrix $V$ contains $K$ and must be recalculated as $q$ changes. For trial parameters $\theta$, let $\mu(\theta)$ be the mean of $\rho$; it vanishes at the true values. The covariance of $\rho$ is $V(\theta)$. With known $\Sigma_a,\Sigma_b$,

$$E[\chi^2]=\mathrm{tr}(V^{-1}V)+\mu^TV^{-1}\mu=n+\mu^TV^{-1}\mu\ge n,$$

so the expected $\chi^2$ has a minimum at the truth. If $V$ were frozen at $V_0$, the first term would be $\mathrm{tr}[V_0^{-1}V(\theta)]$, which varies with $q$ and can displace the minimum.

For the error, let $J$ hold the derivatives of $sK\hat m+c$ with respect to the parameters. Near the truth $\rho\simeq e-J\Delta$, where $e$ has covariance $V$ and $\Delta$ is the parameter error. To leading order in the noise, the minimum is at $\Delta=(J^TV^{-1}J)^{-1}J^TV^{-1}e$, whose covariance is

$$\mathrm{cov}(\Delta)=(J^TV^{-1}J)^{-1}.\tag{6}$$

The procedure is as follows.

1. Estimate each background from the ends of the window, and obtain a starting $q$ from half the difference of the variances.
2. Set $\Sigma_a$ from the as-grown counts and $\Sigma_b$ from lightly smoothed annealed counts, with a floor of one count.
3. Vary $\ln q,\ln\lambda^2,\delta,s,c$. At each trial factor $V=LL^T$ and minimize $|L^{-1}\rho|^2=\chi^2$.
4. Compare $\chi^2$ with $n-5$, and take the error of $\ln q$ from (6).

The logarithms keep $q$ and $\lambda^2$ positive. When $q\gg\lambda^2$ the data may not determine $\lambda$; it should then be fixed, and the change of $q$ over its plausible range added to the error.

## Uncertainty of the unenhanced diffusivity

Suppose that $D^*$ was measured around a reference temperature $T_0$. Then

$$\ln D^*(T)=\ln D^*(T_0)-E\Lambda,\qquad \Lambda=\frac1{kT}-\frac1{kT_0}.$$

Its first-order error is $\delta\ln D^*(T_0)-\Lambda\,\delta E+(E/kT^2)\,\delta T$, where $\delta T$ is the error of the anneal temperature. A relative depth-scale error $\epsilon$ common to both profiles multiplies $q$ by $(1+\epsilon)^2$, adding about $2\epsilon$ to $\ln q$. For independent errors,

$$\sigma^2_{\ln\bar S}=\sigma^2_{\ln q}+\sigma_0^2+\Lambda^2\sigma_E^2+\left(\frac{E\sigma_T}{kT^2}\right)^2+(2\sigma_z)^2 .\tag{7}$$

If the Arrhenius fit correlates $\ln D^*(T_0)$ with $E$, the term $-2\Lambda\,\mathrm{cov}(\ln D^*(T_0),E)$ must be added. Using separate errors of $D_0$ and $E$ without their covariance would misstate the result.

With normal errors in the logarithm, $q/(D^*t)$ is the median of $\bar S$, and the 95% interval runs from $\bar Se^{-1.96\sigma}$ to $\bar Se^{1.96\sigma}$, where $\sigma=\sigma_{\ln\bar S}$. The mean is higher than the median by the factor $e^{\sigma^2/2}$.

Two markers in one sample share $D^*$, $T$ and, if the sputter rate is uniform, the depth scale. In the ratio these cancel:

$$\ln\frac{\bar S_1}{\bar S_2}=\ln q_1-\ln q_2 .$$

If the fits are independent, its variance is $\sigma^2_{\ln q_1}+\sigma^2_{\ln q_2}$. Treating the two values of $\bar S$ as independent would discard this information.

## Worked example

Markers lie at $x=200$ and 1000 nm in the field

$$S(x,t)=1+500\,e^{-x/1000\,\mathrm{nm}}e^{-t/120\,\mathrm{s}} .$$

Its mean over 600 s is $1+500e^{-x/1000\,\mathrm{nm}}(120/600)(1-e^{-5})$, or 82.3 and 37.5. The corresponding true $q$ are 180.6 and 82.4 nm². Synthetic profiles came from the rate equations with $\lambda=4$ nm, not from the fitting kernel. Each has 131 channels, 50,000 marker counts and 20 background counts per channel, with Poisson noise.

The moments give starting values of 192 and 72 nm², about 11 nm² from the truth. Moments are sensitive to the background. Twenty end channels fix its level to $\sqrt{20/20}=1$ count, and an error of one count in the subtracted level, with the counts themselves held fixed, changes a variance by about $\sum x^2/50{,}000=15$ nm², or $q$ by 7.5 nm². This is only an order of magnitude, because the counts in the end channels also enter the second moment directly and partly cancel the change. The fit does much better:

| Marker | $q$ (nm²) | Error of $q$ | $\lambda$ (nm) | $\chi^2$ (126 dof) |
|---|---:|---:|---:|---:|
| 200 nm | 183.2 | 1.1% | 4.23 ± 0.17 | 107 |
| 1000 nm | 81.7 | 1.2% | 3.87 ± 0.10 | 123 |

For the deep marker, 120 independent pairs of noisy profiles gave a scatter of 1.17% in $q$, against 1.15% predicted by (6). The mean of $\ln q$ differed from the noise-free fit by 0.0012, about one standard error of that mean, and the mean $\chi^2$ per degree of freedom was 0.98.

Now divide by $D^*t$: $183.2/2.194=83.5$ and $81.7/2.194=37.2$. For the error take $T_0=1223.15$ K, $\sigma_0=0.15$, $\sigma_E=0.10$ eV, $\sigma_T=3$ K and $\sigma_z=0.02$. With $\Lambda=1.326$ eV⁻¹, the shared terms give

$$\sqrt{0.15^2+0.133^2+0.106^2+0.040^2}=0.230 .$$

The counting error barely changes this. The 95% intervals are 53 to 131 for the shallow marker and 24 to 58 for the deep one. They overlap, yet the ratio is $83.5/37.2=2.24$ with a relative error of $\sqrt{1.06^2+1.15^2}=1.6\%$; the true ratio is 2.19. Sampling 300,000 sets of errors through the full Arrhenius law reproduced the medians and interval limits within 3%, and gave the correlation 0.998 between the two $\ln\bar S$ that the shared errors imply.

## Model errors and the real case

Forcing $\lambda=0$ in noise-free fits lowers $q$ by 6.5% for the shallow marker and 13% for the deep one, relative to fits with free $\lambda$. The mean numbers of steps are $180.6/16\approx11$ and $82.4/16\approx5$, and the excess kurtoses $6\lambda^2/q$ are 0.53 and 1.2. The larger bias thus goes with the less Gaussian kernel. The $\chi^2$ rises by 138 and 503, so at these counts the misfit would be visible. By contrast, the gradient of $S$, together with numerical error, changes $q$ by no more than about 0.03%; by (2), the part of $S$ linear in depth has no effect on the variance, because it averages to zero about the fixed centroid.

Other changes were sized for the shallow marker, one at a time:

- **Fermi level.** Kick-out into a neutral mobile state multiplies the source in (1) by $p/n_i$. Local neutrality, $p-n_i^2/p=C$, gives $p/n_i=C/2n_i+\sqrt{1+(C/2n_i)^2}$. For an initial peak of $7.2\times10^{17}$ cm⁻³ and $n_i=2\times10^{18}$ cm⁻³, the inferred $\bar S$ rises by 3.5%. Local neutrality somewhat overstates this, because the Debye length, about 4 nm, is comparable with the width of the as-grown marker.
- **Immobile boron.** If 5% never moves, the result falls by 1.7%. The value of $q$ from the second moment alone would fall by 5%.
- **SIMS blur.** A Gaussian part widened from 2 to 3 nm after the anneal adds 1.4%, in accord with $2.5/180.6$.
- **Heating.** A ramp of 50 K/s over the last 200 K, with $S$ held at its initial value, adds 0.45%.
- **Vacancies.** If a fraction $f=0.95$ of unenhanced diffusion is interstitial-mediated and vacancies are fully depleted, the measured enhancement is $fS$. The true $S$ is then 5.3% higher than inferred.

The diffusivity, $n_i$ and temperature are rough values typical of boron in silicon near 800 °C, and a supersaturation of order 100 is plausible after implantation damage. The exponential form of $S$ and the value of $\lambda$ are round choices. The assumption of dilute, unclustered boron fails in a heavily doped marker. At $10^{19}$ cm⁻³, with the same $n_i$, the formula above gives $p/n_i=5.2$ at the as-grown peak. Local neutrality overstates this in a thin marker, and the peak falls as boron spreads, so the error of $\bar S$ is much smaller than the peak value suggests, but it can still exceed the 23% budget. Clustering acts in the opposite direction. Such a marker needs a nonlinear transport model in place of (3). The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Anneal: T = 1073.15 K, t = 600 s
Dstar prefactor 1.0 cm2/s, activation energy 3.5 eV
Dstar at anneal = 3.657e-03 nm2/s = 3.657e-17 cm2/s
Dstar*t = 2.194 nm2, sqrt(2 Dstar t) = 2.09 nm
S model: amplitude 500, decay 120 s and 1000 nm
Migration length put in = 4.0 nm
Marker: box 6 nm, edge sigma 2 nm, dose 5.0e+11 cm-2, peak 7.19e+17 cm-3
SIMS: sigma 2 nm, tail 3 nm, channel 2 nm, 131 channels
Counts: marker 50000, background 20 per channel
Gradient test: S = 50(1+z/300 nm), centroid shift -0.00000 nm
  shift if flux were -Dstar S dC/dx: 0.366 nm
  variance growth 219.410 nm2, law 219.424 nm2
Convolution law: largest error / peak = 2.01e-04
[shallow] depth 200 nm, S at start 410.4, at end 3.76
  true q = 180.63 nm2, true Sbar = 82.32
  moment start q = 192.09 nm2
  fitted q = 183.23 nm2, relative sd = 1.06 %
  fitted lam = 4.23 +- 0.17 nm, chi2 = 107.3 for 126 dof
  Sbar = 83.50, sd of ln Sbar = 0.230, 95% interval 53.2 to 131.1
  noise-free bias of q (gradient, numerics) = -0.03 %
  Gaussian kernel: bias of q -6.48 %, chi2 excess 138
[deep] depth 1000 nm, S at start 184.9, at end 2.24
  true q = 82.37 nm2, true Sbar = 37.54
  moment start q = 71.90 nm2
  fitted q = 81.70 nm2, relative sd = 1.15 %
  fitted lam = 3.87 +- 0.10 nm, chi2 = 122.6 for 126 dof
  Sbar = 37.24, sd of ln Sbar = 0.230, 95% interval 23.7 to 58.5
  noise-free bias of q (gradient, numerics) = 0.00 %
  Gaussian kernel: bias of q -13.04 %, chi2 excess 503
120 repeats, deep: scatter 1.17 %, predicted 1.15 %
  mean shift of ln q 0.0012, mean chi2/dof 0.981
Dstar reference: T0 = 1223.15 K, sd of ln Dstar(T0) = 0.15
  sd of E 0.10 eV, lever 1.326 1/eV, part 0.133
  sd of T 3 K, part 0.106
  depth-scale sd 2 %, part 0.040
  common sd of ln Sbar = 0.230
Correlation of the two ln Sbar: law 0.9977, sampled 0.9977
Mean of Sbar above its median (shallow) = 2.72 %
Ratio shallow/deep = 2.243, relative sd 1.56 %
  true ratio = 2.193
Neglected effects, change of inferred Sbar, shallow marker:
  Fermi level, n_i = 2.0e+18 cm-3: +3.49 %
  5 % immobile boron: -1.74 %
  SIMS sigma 3 nm after anneal: +1.37 %
  heating at 50 K/s, S held at start value: +0.45 %
  interstitial fraction 0.95, no vacancies: true S higher by 5.26 %
```
